**Ion-driven activation and removal in fluorocarbon film growth**

The program tests the growth law $G=\Gamma s_0+\Gamma(s_1-s_0)\theta-N\sigma_rJ$, with $\theta=J(\sigma_a+p\sigma_r)/[L+J(\sigma_a+\sigma_r)]$. Here $\Gamma$ and $J$ are the radical and ion fluxes, $N$ is the site density, $s_0$ and $s_1$ are the sticking probabilities on passive and active sites, $\sigma_a$ and $\sigma_r$ are the activation and removal cross sections, $p$ is the chance that removal leaves an open end, and $L$ is the ion-free closure rate. A stochastic simulation of 20,000 chains, in which each ion strikes a patch of six sites, is asserted to agree with the closed formulas within four standard errors for switch-on, continued growth, switch-off, strong bombardment and scarce radicals. The program also asserts that the optimum flux, the return to the ion-free rate and the onset of etching agree with numerical searches on the stationary site balance. Further assertions cover the initial slope, the critical radical supply and closure rate, the trend with energy, and control cases with one mechanism removed. For the assumed parameters at 100 eV, growth rises from 7.1 nm/min without ions to 102 nm/min at the best flux, and etching begins at $1.35\times10^{16}$ ions cm$^{-2}$ s$^{-1}$. The estimates of neglected effects are printed for scale and are not themselves tested.

## Check in Python

```python
"""
Why ions can both accelerate and suppress fluorocarbon film growth.

Result under test: the steady growth rate of a thick film is
    G = F*s0 + F*(s1-s0)*theta - N*sr*J,
    theta = J*(sa+p*sr) / (loss + J*(sa+sr)),
    loss = nu + beta*s1*F/N.
F: CF2 flux; J: ion flux; N: surface sites per area;
s0, s1: sticking on passive and active sites; theta: active fraction;
sa, sr: cross sections for site activation and for removal of a unit;
p: chance that removal leaves an active end; nu: thermal closure rate;
beta: chance that a captured radical terminates the active end.
Weak bombardment accelerates growth only if
    R = F*(s1-s0)*(sa+p*sr)/(N*loss*sr) > 1.
Lengths are in cm and times in s unless a label says otherwise.
All kinetic parameters are rough chosen values.
"""
import random
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

# Film and gas
temperature = 300.0
pressure_mtorr = 0.5
film_density = 2.0                       # g/cm3
molar_mass = 50.007                      # g/mol, CF2
unit_density = film_density / molar_mass * const.N_A
N = unit_density ** (2 / 3)
nm_min = 60e7 / unit_density             # converts units/cm2/s to nm/min

# Surface kinetics
s0, s1 = 0.002, 0.05
nu, beta, p_open = 1.0, 0.1, 0.5
threshold_act, threshold_rem = 5.0, 20.0  # eV
slope_act, slope_rem = 3e-16, 1e-16       # cm2/sqrt(eV)
energy, ion_flux = 100.0, 5e15


def radical_flux(p_mtorr):
    density = p_mtorr * 1e-3 * const.torr / (const.k * temperature)
    mass = molar_mass * 1e-3 / const.N_A
    speed = np.sqrt(8 * const.k * temperature / (np.pi * mass))
    return density * speed / 4 * 1e-4


def cross_sections(e):
    act = slope_act * max(0.0, np.sqrt(e) - np.sqrt(threshold_act))
    rem = slope_rem * max(0.0, np.sqrt(e) - np.sqrt(threshold_rem))
    return act, rem


def balance(J, F, sa, sr, p=p_open, closure=nu, stick=s1):
    """Stationary state of the two-state site process, solved as a matrix."""
    opening = J * (sa + p * sr)
    closing = J * sr * (1 - p) + closure + beta * stick * F / N
    passive, active = np.linalg.solve([[-opening, closing], [1, 1]], [0, 1])
    return active, F * (s0 * passive + stick * active) - J * sr * N


def closed_segments(segments, F, sa, sr):
    """Closed-form units gained per site in each (duration, flux) segment."""
    theta, gains = 0.0, []
    loss = nu + beta * s1 * F / N
    for duration, J in segments:
        relax = loss + J * (sa + sr)
        final = J * (sa + p_open * sr) / relax
        steady = F * s0 / N + F * (s1 - s0) * final / N - J * sr
        decay = np.exp(-relax * duration)
        gains.append(steady * duration
                     + F * (s1 - s0) / N * (theta - final) * (1 - decay) / relax)
        theta = final + (theta - final) * decay
    return np.array(gains)


def simulate_chains(segments, F, sa, sr, seed):
    """Follow single chains; every ion strikes a patch of adjacent sites."""
    sites, patch, blocks = 20000, 6, 50
    rng, draw = np.random.default_rng(seed), random.Random(seed).random
    active, height = [False] * sites, [0] * sites
    act, rem = sa * N / patch, sr * N / patch
    assert act + rem < 1
    previous, means, errors = np.zeros(blocks), [], []
    for duration, J in segments:
        rates = np.array([J / N, s1 * F / N, nu])
        count = rng.poisson(rates.sum() * sites * duration)
        kinds = rng.choice(3, size=count, p=rates / rates.sum()).tolist()
        places = rng.integers(sites, size=count).tolist()
        for kind, place in zip(kinds, places):
            if kind == 1:                # radical arrival
                if active[place]:
                    height[place] += 1
                    if draw() < beta:
                        active[place] = False
                elif draw() < s0 / s1:
                    height[place] += 1
            elif kind == 2:              # thermal closure
                active[place] = False
            else:                        # ion impact
                for shift in range(patch):
                    i = (place + shift) % sites
                    u = draw()
                    if u < act:
                        active[i] = True
                    elif u < act + rem:
                        height[i] -= 1
                        active[i] = draw() < p_open
        now = np.array(height).reshape(blocks, -1).mean(axis=1)
        gain = now - previous
        means.append(gain.mean())
        errors.append(gain.std(ddof=1) / np.sqrt(blocks))
        previous = now
    return np.array(means), np.array(errors)


F = radical_flux(pressure_mtorr)
sa, sr = cross_sections(energy)
sc, st = sa + p_open * sr, sa + sr
loss = nu + beta * s1 * F / N
chain = F * (s1 - s0) / (N * loss)
R = chain * sc / sr
G0 = F * s0
theta, G = balance(ion_flux, F, sa, sr)

# Chain simulation: switch-on, steady growth, switch-off
on_off = [(0.02, ion_flux), (0.98, ion_flux), (3.0, 0.0)]
sim, err = simulate_chains(on_off, F, sa, sr, 11)
formula = closed_segments(on_off, F, sa, sr)
assert np.all(abs(sim - formula) < 4 * err)
assert sim[0] < -5 * err[0] and sim[1] / 0.98 > G0 / N
# Strong bombardment etches
strong = [(0.5, 3e16)]
sim_strong, err_strong = simulate_chains(strong, F, sa, sr, 12)
formula_strong = closed_segments(strong, F, sa, sr)
assert abs(sim_strong[0] - formula_strong[0]) < 4 * err_strong[0]
assert sim_strong[0] < -5 * err_strong[0]
# Weak bombardment suppresses growth when radicals are scarce
low_pressure, low_ion = 0.005, 5e14
F_low = radical_flux(low_pressure)
scarce = [(4.0, low_ion)]
sim_low, err_low = simulate_chains(scarce, F_low, sa, sr, 13)
formula_low = closed_segments(scarce, F_low, sa, sr)
assert abs(sim_low[0] - formula_low[0]) < 4 * err_low[0]
assert sim_low[0] + 5 * err_low[0] < F_low * s0 / N * 4.0

# Optimum and crossings: numerical search against closed forms
flux_unit = loss / st
J_best = flux_unit * (np.sqrt(R) - 1)
J_even = flux_unit * (R - 1)
g = F * s0 * st / (N * sr * loss)
b = 1 - R - g
J_zero = flux_unit * (-b + np.sqrt(b * b + 4 * g)) / 2
search = minimize_scalar(lambda q: -balance(10**q, F, sa, sr)[1] / 1e15,
                         bounds=(13, 17), method="bounded",
                         options={"xatol": 1e-9})
assert abs(10**search.x / J_best - 1) < 1e-5
G_best = -search.fun * 1e15
gain_best = N * sr * flux_unit * (np.sqrt(R) - 1) ** 2
assert abs((G_best - G0) / gain_best - 1) < 1e-8
even_num = brentq(lambda J: balance(J, F, sa, sr)[1] - G0, 3e15, 1e17)
zero_num = brentq(lambda J: balance(J, F, sa, sr)[1], 3e15, 1e17)
assert abs(even_num / J_even - 1) < 1e-8
assert abs(zero_num / J_zero - 1) < 1e-8

# Initial slope and critical radical supply
small = 1e9
slope = (balance(small, F, sa, sr)[1] - G0) / small
assert abs(slope / (N * sr * (R - 1)) - 1) < 1e-4
F_crit = N * nu * sr / ((s1 - s0) * sc - beta * s1 * sr)
for factor, sign in ((0.9, -1), (1.1, 1)):
    supply = factor * F_crit
    change = balance(1e11, supply, sa, sr)[1] - supply * s0
    assert sign * change > 0
p_crit = pressure_mtorr * F_crit / F
R_low = F_low * (s1 - s0) * sc / (N * (nu + beta * s1 * F_low / N) * sr)
closure_crit = F * (s1 - s0) * sc / (N * sr) - beta * s1 * F / N
for factor, sign in ((0.9, 1), (1.1, -1)):
    change = balance(1e11, F, sa, sr, closure=factor * closure_crit)[1] - G0
    assert sign * change > 0

# Controls: take away one mechanism at a time
fluxes = np.geomspace(1e13, 1e17, 60)
no_removal = [balance(J, F, sa, 0.0)[1] for J in fluxes]
no_opening = [balance(J, F, 0.0, sr, p=0.0)[1] for J in fluxes]
same_stick = [balance(J, F, sa, sr, stick=s0)[1] for J in fluxes]
assert np.all(np.diff(no_removal) > 0)
assert np.all(np.diff(no_opening) < 0)
assert np.all(np.diff(same_stick) < 0)


# Energy scan at fixed flux
def growth_at(e):
    return balance(ion_flux, F, *cross_sections(e))[1]


peak = minimize_scalar(lambda e: -growth_at(e) / 1e15,
                       bounds=(threshold_rem, 150), method="bounded",
                       options={"xatol": 1e-7})
E_peak, G_peak = peak.x, -peak.fun * 1e15
below = [growth_at(e) for e in np.linspace(threshold_act, threshold_rem, 30)]
above = [growth_at(e) for e in np.linspace(E_peak + 1, 600, 100)]
assert np.all(np.diff(below) > 0) and np.all(np.diff(above) < 0)
assert G_peak > growth_at(threshold_rem)
E_even = brentq(lambda e: growth_at(e) - G0, 100, 2000)
E_zero = brentq(growth_at, 100, 2000)

# Switch-on: rate crosses zero where the film is thinnest
relax = loss + ion_flux * st
drop = N * sr * ion_flux
G_start = G0 - drop
t_cross = -np.log(1 - (drop - G0) / (F * (s1 - s0) * theta)) / relax
thin = minimize_scalar(
    lambda t: closed_segments([(t, ion_flux)], F, sa, sr)[0],
    bounds=(0, 0.2), method="bounded", options={"xatol": 1e-10})
assert abs(thin.x / t_cross - 1) < 1e-4
after_nm = N * chain * theta / unit_density * 1e7

# Sizes of neglected effects at the example's own numbers
F_fluorine = 0.1 * F
quench = 0.1 * F_fluorine / N
G_quench = balance(ion_flux, F, sa, sr, closure=nu + quench)[1]
R_quench = R * loss / (loss + quench)
fluorine_etch = 0.01 * F_fluorine
cf_fraction = 0.2
G_cf = G + cf_fraction * ion_flux
J_even_cf = brentq(lambda J: balance(J, F, sa, sr)[1] + cf_fraction * J - G0,
                   3e15, 1e18)
pair_rate = loss
theta_pair = (-relax + np.sqrt(relax**2 + 4 * pair_rate * ion_flux * sc)) \
    / (2 * pair_rate)
G_pair = G0 + F * (s1 - s0) * theta_pair - drop
spread = np.mean([cross_sections(50.0), cross_sections(150.0)], axis=0)
G_spread = balance(ion_flux, F, *spread)[1]
power = ion_flux * energy * const.e
heating = power / 0.03                    # contact 0.03 W/cm2/K
barrier = 0.5 * const.e / const.k         # chosen 0.5 eV closure barrier
nu_hot = nu * np.exp(barrier * (1 / temperature - 1 / (temperature + heating)))
G_hot = balance(ion_flux, F, sa, sr, closure=nu_hot)[1]
G_p0 = balance(ion_flux, F, sa, sr, p=0.0)[1]
G_p1 = balance(ion_flux, F, sa, sr, p=1.0)[1]

print(f"CF2 pressure {pressure_mtorr} mTorr, temperature {temperature:.0f} K")
print(f"film density {film_density} g/cm3; unit density {unit_density:.3e} cm^-3")
print(f"site density N {N:.3e} cm^-2; CF2 flux {F:.3e} cm^-2 s^-1")
print(f"sticking: passive {s0}, active {s1}")
print(f"nu {nu} s^-1, beta {beta}, p {p_open}")
print(f"thresholds: activation {threshold_act}, removal {threshold_rem} eV")
print(f"slopes: {slope_act:.1e}, {slope_rem:.1e} cm2/sqrt(eV)")
print(f"at {energy:.0f} eV: sigma_a {sa:.3e}, sigma_r {sr:.3e} cm2")
print(f"sigma_c {sc:.3e}, sigma_t {st:.3e} cm2")
print(f"per ion: N*sigma_c {N*sc:.3f} ends, N*sigma_r {N*sr:.3f} units")
print(f"loss rate L {loss:.3f} s^-1; extra units per end m {chain:.3f}")
print(f"acceleration number R {R:.2f}; g {g:.3f}")
print(f"ion-free growth {G0*nm_min:.2f} nm/min")
print(f"best ion flux {J_best:.3e} cm^-2 s^-1 = {J_best*const.e*1e3:.3f} mA/cm2")
print(f"growth at best flux {G_best*nm_min:.1f} nm/min")
print(f"flux returning to ion-free rate {J_even:.3e} cm^-2 s^-1")
print(f"flux where etching begins {J_zero:.3e} cm^-2 s^-1")
print(f"working ion flux {ion_flux:.1e} cm^-2 s^-1: theta {theta:.3f}")
print(f"  activation adds {F*(s1-s0)*theta*nm_min:.1f} nm/min")
print(f"  removal takes {drop*nm_min:.1f} nm/min; net {G*nm_min:.1f} nm/min")
G_strong = balance(3e16, F, sa, sr)[1]
print(f"net growth at 3e16 cm^-2 s^-1: {G_strong*nm_min:.1f} nm/min")
print(f"critical CF2 pressure {p_crit:.4f} mTorr; flux {F_crit:.3e} cm^-2 s^-1")
print(f"critical thermal closure rate {closure_crit:.1f} s^-1")
G_low = balance(low_ion, F_low, sa, sr)[1]
print(f"scarce case: {low_pressure} mTorr, ions {low_ion:.0e} cm^-2 s^-1")
print(f"  R {R_low:.3f}; ion-free {F_low*s0*nm_min:.3f}, "
      f"with ions {G_low*nm_min:.2f} nm/min")
print("Energy scan at the working ion flux:")
for e in (10.0, 20.0, 50.0, 100.0, 200.0, 400.0):
    print(f"  {e:.0f} eV: growth {growth_at(e)*nm_min:.1f} nm/min")
print(f"peak {G_peak*nm_min:.1f} nm/min at {E_peak:.1f} eV")
print(f"ion-free rate regained at {E_even:.0f} eV; etching from {E_zero:.0f} eV")
print(f"switch-on rate {G_start*nm_min:.1f} nm/min; zero after {t_cross*1e3:.1f} ms")
print(f"response time {1e3/relax:.1f} ms; extra film after switch-off {after_nm:.2f} nm")
print("Chain simulation, units gained per site (simulation, error, formula):")
for name, a, e, f in zip(("first 0.02 s", "next 0.98 s", "3 s after off"),
                         sim, err, formula):
    print(f"  {name}: {a:.4f}, {e:.4f}, {f:.4f}")
print(f"  strong flux, 0.5 s: {sim_strong[0]:.3f}, {err_strong[0]:.3f}, "
      f"{formula_strong[0]:.3f}")
print(f"  scarce CF2, 4 s: {sim_low[0]:.4f}, {err_low[0]:.4f}, {formula_low[0]:.4f}")
print("Neglected effects, net growth at working flux and 100 eV:")
print(f"  F flux 10% of CF2, sticking 0.1: {G_quench*nm_min:.1f} nm/min, "
      f"R {R_quench:.2f}")
print(f"  F etching, 0.01 unit per F: removes {fluorine_etch*nm_min:.2f} nm/min")
print(f"  20% depositing CFx ions: {G_cf*nm_min:.1f} nm/min")
print(f"    return flux becomes {J_even_cf:.3e} cm^-2 s^-1")
print(f"  pair loss L*theta^2: {G_pair*nm_min:.1f} nm/min")
print(f"  ions half at 50, half at 150 eV: {G_spread*nm_min:.1f} nm/min")
print(f"  heating {power:.3f} W/cm2, contact 0.03 W/cm2/K: {heating:.2f} K")
print(f"    with 0.5 eV closure barrier: {G_hot*nm_min:.1f} nm/min")
print(f"  p = 0: {G_p0*nm_min:.1f} nm/min; p = 1: {G_p1*nm_min:.1f} nm/min")
print("every check passed")
```

Running it gives:

```
CF2 pressure 0.5 mTorr, temperature 300 K
film density 2.0 g/cm3; unit density 2.409e+22 cm^-3
site density N 8.340e+14 cm^-2; CF2 flux 1.434e+17 cm^-2 s^-1
sticking: passive 0.002, active 0.05
nu 1.0 s^-1, beta 0.1, p 0.5
thresholds: activation 5.0, removal 20.0 eV
slopes: 3.0e-16, 1.0e-16 cm2/sqrt(eV)
at 100 eV: sigma_a 2.329e-15, sigma_r 5.528e-16 cm2
sigma_c 2.606e-15, sigma_t 2.882e-15 cm2
per ion: N*sigma_c 2.173 ends, N*sigma_r 0.461 units
loss rate L 1.860 s^-1; extra units per end m 4.438
acceleration number R 20.92; g 0.964
ion-free growth 7.14 nm/min
best ion flux 2.306e+15 cm^-2 s^-1 = 0.369 mA/cm2
growth at best flux 101.8 nm/min
flux returning to ion-free rate 1.285e+16 cm^-2 s^-1
flux where etching begins 1.350e+16 cm^-2 s^-1
working ion flux 5.0e+15 cm^-2 s^-1: theta 0.801
  activation adds 137.3 nm/min
  removal takes 57.4 nm/min; net 87.0 nm/min
net growth at 3e16 cm^-2 s^-1: -185.6 nm/min
critical CF2 pressure 0.0131 mTorr; flux 3.770e+15 cm^-2 s^-1
critical thermal closure rate 38.0 s^-1
scarce case: 0.005 mTorr, ions 5e+14 cm^-2 s^-1
  R 0.386; ion-free 0.071, with ions -4.76 nm/min
Energy scan at the working ion flux:
  10 eV: growth 80.5 nm/min
  20 eV: growth 117.5 nm/min
  50 eV: growth 110.3 nm/min
  100 eV: growth 87.0 nm/min
  200 eV: growth 48.3 nm/min
  400 eV: growth -9.8 nm/min
peak 118.7 nm/min at 25.2 eV
ion-free rate regained at 335 eV; etching from 362 eV
switch-on rate -50.3 nm/min; zero after 28.0 ms
response time 61.5 ms; extra film after switch-off 1.23 nm
Chain simulation, units gained per site (simulation, error, formula):
  first 0.02 s: -0.0262, 0.0018, -0.0291
  next 0.98 s: 3.8277, 0.0260, 3.8115
  3 s after off: 4.5701, 0.0270, 4.5718
  strong flux, 0.5 s: -4.560, 0.028, -4.550
  scarce CF2, 4 s: -0.9325, 0.0096, -0.9342
Neglected effects, net growth at working flux and 100 eV:
  F flux 10% of CF2, sticking 0.1: 73.9 nm/min, R 10.87
  F etching, 0.01 unit per F: removes 3.57 nm/min
  20% depositing CFx ions: 111.9 nm/min
    return flux becomes 2.320e+16 cm^-2 s^-1
  pair loss L*theta^2: 76.3 nm/min
  ions half at 50, half at 150 eV: 90.0 nm/min
  heating 0.080 W/cm2, contact 0.03 W/cm2/K: 2.67 K
    with 0.5 eV closure barrier: 85.5 nm/min
  p = 0: 72.5 nm/min; p = 1: 101.6 nm/min
every check passed
```
